# Why a low-energy Maxwellian fit can misjudge ionisation rates

## A two-slope counter-example

Take an electron population whose energy distribution is exponential with temperature 3 eV up to 12 eV, and exponential with temperature 1 eV above that. A straight line fitted to its logarithm at low energy gives 3 eV without any error. Let the gas ionise from 16 eV upwards, with a cross-section that rises gradually from zero. For the simple form used below, the line then predicts an ionisation rate about 130 times too large; the factor depends on the shape of the cross-section as well as on the threshold.

Energies $\varepsilon$ and temperatures are in eV, and $e$ is the magnitude of the electron charge. The energy probability function $f(\varepsilon)$ is defined so that $\sqrt{\varepsilon}\,f\,d\varepsilon$ is the fraction of electrons in $d\varepsilon$; a Maxwellian is a straight line in a plot of $\ln f$. The electron speed is $\gamma\sqrt\varepsilon$ with $\gamma=\sqrt{2e/m}$. The ionisation coefficient is the mean of cross-section times speed,
$$K=\int_0^\infty \sigma\,\gamma\sqrt{\varepsilon}\;\sqrt{\varepsilon}f\,d\varepsilon=\gamma\int_0^\infty\varepsilon\,\sigma f\,d\varepsilon .$$
For a simple cross-section that rises from threshold, $\sigma=s_i(1-\varepsilon_i/\varepsilon)$ above $\varepsilon_i$ and zero below, this becomes
$$K=\gamma s_i\int_{\varepsilon_i}^{\infty}(\varepsilon-\varepsilon_i)f\,d\varepsilon .$$

The fitted line is $f_{\rm fit}=a\,e^{-\varepsilon/T}$. With $x=\varepsilon-\varepsilon_i$ and $\int_0^\infty xe^{-x/T}dx=T^2$,
$$K_{\rm fit}=\gamma s_i\,a\,T^2e^{-\varepsilon_i/T}.$$
The true function above the break $\varepsilon_1<\varepsilon_i$ is $f=a\,e^{-\varepsilon_1/T}e^{-(\varepsilon-\varepsilon_1)/T_t}$. The same integral, now with $T_t$, gives
$$K=\gamma s_i\,a\,T_t^2\,e^{-\varepsilon_1/T}e^{-(\varepsilon_i-\varepsilon_1)/T_t}.$$
In the ratio $R=K_{\rm fit}/K$ the common factors cancel:
$$R=\left(\frac{T}{T_t}\right)^2\exp\left[(\varepsilon_i-\varepsilon_1)\left(\frac1{T_t}-\frac1T\right)\right].$$
For $T=3$, $T_t=1$, $\varepsilon_1=12$ and $\varepsilon_i=16$ eV, $R=9\,e^{8/3}\approx130$.

The exponential counts the electrons missing at threshold. The square expresses the faster fall beyond it. If the break moves up to the threshold, the exponential becomes one but the factor 9 remains. If $T_t\to T$, $R\to1$. If $T_t>T$, then $R<1$: the fit underestimates. The slope of the low-energy line is the same in every case.

## The correct statement and its proof

**Statement.** A fit to $f$ inside an energy window does not determine ionisation above the window. If $f\le f_{\rm fit}$ everywhere above the ionisation threshold, then $K\le K_{\rm fit}$ for every non-negative cross-section with that threshold. The inequality is strict if $f<f_{\rm fit}$ over some range where $\sigma>0$. With the inequality between $f$ and $f_{\rm fit}$ reversed, the fit underestimates.

**Proof.** Since $\sigma=0$ below $\varepsilon_i$,
$$K_{\rm fit}-K=\gamma\int_{\varepsilon_i}^{\infty}\varepsilon\,\sigma\,(f_{\rm fit}-f)\,d\varepsilon .$$
The sign of the integrand is the sign of $f_{\rm fit}-f$. The values of $f$ in the window do not appear, which proves the first sentence.

A condition on the slope is often easier to judge. Define $k(\varepsilon)=-d\ln f/d\varepsilon$. If $f\le f_{\rm fit}$ at $\varepsilon_i$ and $k\ge1/T$ above it, then
$$\ln\frac{f_{\rm fit}(\varepsilon)}{f(\varepsilon)}=\ln\frac{f_{\rm fit}(\varepsilon_i)}{f(\varepsilon_i)}+\int_{\varepsilon_i}^{\varepsilon}\left(k-\frac1T\right)du\ \ge\ \ln\frac{f_{\rm fit}(\varepsilon_i)}{f(\varepsilon_i)}\ge0 .$$
Hence $f\le f_{\rm fit}$ above threshold. Moreover $f_{\rm fit}/f$ is at least its threshold value throughout, so $R\ge f_{\rm fit}(\varepsilon_i)/f(\varepsilon_i)$.

What remains is physical: when do inelastic collisions make the tail steep enough?

## What sets the slope of the tail

Consider a uniform, steady plasma with a nearly isotropic velocity distribution and a constant momentum-transfer frequency $\nu_m$. Four processes move electrons in energy.

**Field heating.** Write the velocity distribution as $f_0(v)+f_1(v)\cos\theta$, with acceleration $g=eE/m$ along the axis. Collisions remove the anisotropic part at rate $\nu_m$, so $g\,df_0/dv=-\nu_mf_1$. The flux of electrons through a sphere of radius $v$ is $\oint g\cos\theta\,f_1\cos\theta\,v^2d\Omega=4\pi v^2gf_1/3$. Conservation in a shell then gives
$$\frac{\partial f_0}{\partial t}=-\frac{g}{3v^2}\frac{d}{dv}(v^2f_1)=\frac{g^2}{3\nu_mv^2}\frac{d}{dv}\left(v^2\frac{df_0}{dv}\right).$$
Now $v=\gamma\sqrt\varepsilon$ and $d/dv=(2\sqrt\varepsilon/\gamma)\,d/d\varepsilon$. With a prime for $d/d\varepsilon$,
$$\sqrt\varepsilon\,\frac{\partial f}{\partial t}=(W\varepsilon^{3/2}f')',\qquad W=\frac{4g^2}{3\nu_m\gamma^2}=\frac{2eE^2}{3m\nu_m}.$$
Multiplying by $\varepsilon$ and integrating by parts twice gives a heating power of $\tfrac32W$ per electron.

**Electron-electron collisions.** For small-angle Coulomb collisions the Landau flux in velocity space is proportional to
$$\int U\cdot\left[f(v')\nabla f(v)-f(v)\nabla'f(v')\right]d^3v',$$
where $U$ is the matrix of second derivatives of $|\mathbf v-\mathbf v'|$. Averaged over the directions of $\mathbf v'$, this distance is $v+v'^2/3v$ for $v>v'$ and $v'+v^2/3v'$ for $v<v'$. Its second radial derivative is, in both cases, $\tfrac23\min(v,v')^3/(v^3v')$. Because $U\cdot(\mathbf v-\mathbf v')=0$, the coefficient of the second gradient is $v/v'$ times that of the first. Converting to energy, with $v'dv'=\gamma^2du/2$, leaves the flux term
$$\Gamma_{ee}=2\alpha n\int_0^\infty\min(\varepsilon,u)^{3/2}\left[f'(\varepsilon)f(u)-f(\varepsilon)f'(u)\right]du,$$
which enters as $\sqrt\varepsilon\,\partial f/\partial t=\Gamma_{ee}'$; $n$ is the electron density. A Maxwellian has constant $f'/f$, so the bracket vanishes. The integrand changes sign when $\varepsilon$ and $u$ are exchanged, so $\int\Gamma_{ee}\,d\varepsilon=0$ and energy is conserved.

The constant follows from the drag on a fast electron. Integration by parts turns the second term into $3\alpha nA_1f$, with $A_1=\int_0^\varepsilon\sqrt u\,f\,du$. For a fast electron $A_1=1$, and the energy falls at the rate $3\alpha n/\sqrt\varepsilon$. Rutherford scattering on an electron at rest at impact parameter $b$ transfers the energy $\varepsilon/(1+b^2/b_0^2)$, where $b_0=e/(4\pi\epsilon_0\varepsilon)$. Integrated over $2\pi b\,db$ up to $b_0\Lambda$, this gives $2\pi b_0^2\varepsilon\ln\Lambda$ for large $\Lambda$. Multiplying by $n\gamma\sqrt\varepsilon$ and equating,
$$\frac{n\gamma e^2\ln\Lambda}{8\pi\epsilon_0^2\sqrt\varepsilon}=\frac{3\alpha n}{\sqrt\varepsilon}\quad\Rightarrow\quad\alpha=\frac{e^2\gamma\ln\Lambda}{24\pi\epsilon_0^2}.$$

**Elastic collisions with atoms.** An electron loses on average the fraction $\delta=2m/M$ of its energy per collision. This drag gives the flux term $\delta\nu_m\varepsilon^{3/2}(f+T_gf')$. The part with the gas temperature $T_g$ is fixed by the requirement that a Maxwellian at $T_g$ be stationary.

**Inelastic collisions.** Process $k$ has frequency $\nu_k$ and lowers the energy by $\varepsilon_k$. An ionising electron is treated in the same way; the new electron is left out, its birth being taken to balance a loss at the wall.

In the steady state, the continuous processes must carry upwards through $\varepsilon$ as many electrons as inelastic collisions drop from above $\varepsilon$ to below it. These are the electrons that start between $\varepsilon$ and $\varepsilon+\varepsilon_k$:
$$J(\varepsilon)=\sum_k\int_\varepsilon^{\varepsilon+\varepsilon_k}\sqrt u\,\nu_k(u)f(u)\,du\ \ge0 .$$
The upward flux is minus the sum of the flux terms, so $J=-\mathcal Df'-\mathcal Af$, where
$$\mathcal D=2\alpha n(A_2+\varepsilon^{3/2}A_3)+(W+\delta\nu_mT_g)\varepsilon^{3/2},\qquad \mathcal A=3\alpha nA_1+\delta\nu_m\varepsilon^{3/2},$$
with $A_2=\int_0^\varepsilon u^{3/2}f\,du$ and $A_3=\int_\varepsilon^\infty f\,du$. Dividing by $f$ gives, within this model,
$$k=\frac{\mathcal A+J/f}{\mathcal D}.$$
The tail is steeper than the fit where $J/f>\mathcal D/T-\mathcal A$. Inelastic loss alone is therefore not enough: it must exceed what heating and electron collisions can replace.

Two limits make the cause clear. Without inelastic collisions $J=0$, and a Maxwellian solves the equation: $\Gamma_{ee}$ vanishes, and the rest gives $(W+\delta\nu_mT_g)f'=-\delta\nu_mf$, so that $T=T_g+W/(\delta\nu_m)$. The extrapolation is then correct. If instead $n$ grows without limit at fixed gas density and fitted temperature, the terms in $\alpha n$ dominate, and $f$ again tends to a Maxwellian.

## A discharge with a nearly perfect fit

The following model gas has round parameters in the rough range of an argon processing discharge: 100 mTorr at 300 K, atomic mass 40 u and electron density $10^{11}$ cm$^{-3}$. The gas density is $N=3.22\times10^{15}$ cm$^{-3}$. The momentum-transfer coefficient is $3\times10^{-7}$ cm$^3$/s, so $\nu_m=9.66\times10^8$ s$^{-1}$, and $\ln\Lambda=12$. Excitation starts at 12 eV and ionisation at 16 eV. Both cross-sections have the form $s_k(1-\varepsilon_k/\varepsilon)$, with $s=10^{-16}$ and $4\times10^{-16}$ cm$^2$.

The full balance was solved by Newton iteration on an energy mesh of 0.1 eV reaching 50 eV. The heating coefficient $W$ was adjusted until a least-squares line through $\ln f$ between 1 and 6 eV gave $T=3$ eV. Halving the mesh spacing changes $R$ by 0.15 %.

The result is $W=4.70\times10^5$ eV/s, which corresponds to
$$E=\sqrt{\frac{3m\nu_mW}{2e}}=0.62\ {\rm V/cm}.$$
In the window, $\ln f$ departs from the line by at most 0.002. Judged there, the fit is excellent. Its amplitude is $a=0.229$ eV$^{-3/2}$, and
$$K_{\rm fit}=\gamma s_i\,a\,T^2e^{-16/3}=2.36\times10^{-10}\ {\rm cm^3/s}.$$
The integral over the solved distribution gives $K=2.15\times10^{-13}$ cm$^3$/s. The overestimate is $R\approx1100$. Using the fitted temperature in a normalised Maxwellian, instead of the fitted amplitude, changes it only to 1040. Excitation, with its lower threshold, is overestimated by a factor of 15.

At 16 eV the fitted line lies a factor of 36 above the true function. At 17 eV the local tail temperature $1/k$ is 0.51 eV. The two-slope formula suggests multiplying the deficit at threshold by the squared temperature ratio:
$$R\approx36.2\left(\frac{3}{0.511}\right)^2\approx1250 .$$
This is 14 % above the solved value; it is an estimate, because the tail has no single temperature. About equal factors come from electrons missing at threshold and from the steeper fall beyond it.

The steep tail can be calculated by hand. Where the tail is steep, $f(\varepsilon+\varepsilon_k)\ll f(\varepsilon)$ and few electrons arrive from higher energy, so $J'=-qf$ with $q=\sqrt\varepsilon\sum_k\nu_k$. There $A_1\approx1$, $A_2\approx\langle\varepsilon\rangle$ and $\varepsilon^{3/2}A_3$ is negligible; the small elastic terms are dropped. Differentiating $J=-\mathcal Df'-3\alpha nf$ and inserting $f'=-kf$, $f''=(k^2-k')f$ gives
$$\mathcal D(k^2-k')-(\mathcal D'+3\alpha n)k=q .$$
If $k$ varies slowly, $k'$ can be omitted, and the positive root is
$$k=\frac{\beta+\sqrt{\beta^2+4\mathcal Dq}}{2\mathcal D},\qquad\beta=\mathcal D'+3\alpha n .$$
At 20 eV, $\alpha n=3.09\times10^6$ eV$^{3/2}$/s and the solved mean energy is 3.97 eV. In the matching units of eV and s,
$$\mathcal D=4.70\times10^5\times20^{3/2}+2(3.09\times10^6)(3.97)=6.66\times10^7,$$
$$\beta=\tfrac32(4.70\times10^5)\sqrt{20}+3(3.09\times10^6)=1.24\times10^7,$$
$$q=N\gamma\left[s_{ex}(20-12)+s_i(20-16)\right]=4.58\times10^8 .$$
Hence $k=2.72$ eV$^{-1}$, against 2.77 eV$^{-1}$ from the full solution. The fit assumes 0.33 eV$^{-1}$.

The cause can be isolated. With inelastic collisions switched off, and $W$ readjusted to keep the fit at 3 eV and the electron density unchanged, $R=1.000$.

## Refilling the tail, and reversing the error

At fixed gas density and fitted temperature, with $W$ readjusted each time and $\ln\Lambda$ held at 12, the electron density changes $R$ as follows. Letting $\ln\Lambda$ fall with the Debye length would raise the values below the first row by about 3 to 18 %.

| $n$ (cm$^{-3}$) | $R$ |
|---|---|
| $10^{11}$ | 1100 |
| $10^{12}$ | 33 |
| $10^{13}$ | 4.1 |
| $10^{14}$ | 1.4 |
| $10^{15}$ | 1.05 |

Electron collisions do restore the Maxwellian tail, but late. The last row would mean an electron for every three atoms; it shows a mathematical limit, not an operating point. A Maxwellian bulk is thus no evidence of a Maxwellian tail.

The sign of the error also needs its condition. Suppose a fraction $\eta$ of the electrons forms a hot Maxwellian group at 10 eV, as a crude stand-in for electrons accelerated in a sheath. The true coefficient becomes $(1-\eta)K+\eta K_{\rm hot}$. It equals the original $K_{\rm fit}$ when
$$\eta=\frac{K_{\rm fit}-K}{K_{\rm hot}-K}=1.4\ \% .$$
With twice this fraction, a new fit between 1 and 6 eV gives 3.02 eV, almost as before, yet it now predicts only 0.51 of the true ionisation. An error of a thousand in one direction has become a factor of two in the other, with hardly a trace in the fitted temperature.

## What carries over to a real discharge

The factor 1100 is a property of the model, not of argon. Of the assumptions varied in this section, the constant $\nu_m$ matters most. In argon the momentum-transfer frequency rises strongly with energy between the Ramsauer minimum and about 10 eV. Making it proportional to energy in the heating term, equal to the old value at 10 eV, weakens heating of the tail relative to the bulk; with the fit held at 3 eV, $R$ rises to about 14 000. The proportional law is also continued above 10 eV, where the frequency in argon no longer rises in this way, so the figure shows the sensitivity of $R$ and is not an estimate for argon. Diffusion of electrons above 15 eV to walls 10 cm apart, with their return below 2 eV, raises $R$ to about 1200. This covers only the loss of fast electrons. Between about 6 and 12 eV, the lowest spatial diffusion mode across such a gap $L$, with rate $(\gamma^2\varepsilon/3\nu_m)(\pi/L)^2$, decays faster than electrons exchange energy in elastic and electron-electron collisions, by a factor of about 1.4 at 6 eV and 6 at 12 eV. Where the field or the density varies across the gap, the local balance used here is therefore not reliable for them.

Two approximations in the kinetic equation are strained in so steep a tail. The anisotropic part $f_1$ reaches about half of $f_0$ at 20 eV, although including the next angular term changes $R$ by less than 1 %. The small-angle treatment of electron-electron collisions also replaces rare close collisions, which lift an electron by several eV in one step, by drift and diffusion in energy. With classical Rutherford scattering, upward jumps of more than 3 eV account for roughly 14 % of the direct ionisation, but the diffusion terms already count most of this; the part beyond second order in the energy transfer adds only 1 to 2 % at fixed $W$.

Stepwise ionisation acts the other way on the total. For an assumed metastable fraction of $10^{-5}$, a 4 eV threshold and the classical Thomson cross-section for one electron, it is 2.4 times the direct rate. The extrapolated direct rate would then exceed the total by a factor of $1100/3.4\approx320$. Direct ionisation is so weak here that a process omitted from the model overtakes it.

The model also takes ionisation to balance wall losses without calculating those losses, so the balance is not enforced. Its direct ionisation frequency is $NK\approx690$ s$^{-1}$, whereas the fit would give $7.6\times10^5$ s$^{-1}$. In a real steady discharge the balance must hold, and the electron temperature, the tail or a hot group adjusts until it does. The value of $R$ at a prescribed 3 eV is therefore not a prediction for a particular reactor.

For a measurement, the numbers show what is needed. At threshold the true $f$ is $e^{-16/3}/36\approx1.3\times10^{-4}$ of the fitted line's value at zero energy. In this example a probe must resolve about four decades in $f$ just to reach the threshold, and more than five to cover nine tenths of the ionisation; the range needed in another discharge depends on its tail. Two decades already show the onset of depletion: the fitted line lies 16 % above $f$ at 10 eV and a factor of 1.7 above it at 12 eV. With less than the full range, a probe can measure the bulk temperature well, but the ionisation rate then has to come from a kinetic calculation or from an independent measurement sensitive to the tail.
